# Why shifted Bloch occupations exert no electromigration wind force: test program

```python
"""
Result under test: a first-order shift of the occupation of perfect-crystal
Bloch states exerts no force on any atom if time reversal holds; a defect feels
a wind force only through the asymmetric density of its scattering states,
    F_wind = n * hbar*dk * v_F * sigma_tr .
Symbols: n electron density, dk shift of the Fermi sphere, v_F Fermi velocity,
sigma_tr transport cross-section, C = hbar^2/(2m).  Working units: nm and eV.
Part 1 diagonalizes a 1D crystal with three unlike atoms per cell.
Part 2 integrates the scattering density around a spherical defect.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import expit, spherical_jn, spherical_yn

C = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18          # eV nm^2
temperature = 378.0                                  # K
kT = sc.k * temperature / sc.e                       # eV

# ---------------- Part 1: perfect crystal ----------------
cell = 0.75                                          # nm
positions = np.array([0.0, 0.22, 0.50])              # nm
depths = np.array([3.0, 5.0, 4.0])                   # eV
atom_width = 0.06                                    # nm
exchange = 0.5                                       # moment part / scalar part
so_length = 0.02                                     # nm, spin-orbit strength
electrons_per_cell = 3.0
n_k = 200
n_keep = 12
G = 2 * np.pi / cell * np.arange(-12, 13)
dG = G[:, None] - G[None, :]
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
one = np.eye(2)
none3 = np.zeros((3, 3))
cases = {  # name: (moment directions of the atoms, spin-orbit axes of the atoms)
    "plain": (none3, none3),
    "spin-orbit": (none3, np.eye(3)),
    "coplanar magnet": (np.array([[1, 0, 0], [0, 0, 1], [-0.6, 0, 0.8]]), none3),
    "noncoplanar magnet": (np.eye(3), none3),
}


def bloch(k, case, pos=positions):
    """Energies, forces on the three atoms, and vectors of the lowest states."""
    moments, axes = cases[case]
    K = k + G
    K_mean = 0.5 * (K[:, None] + K[None, :])
    H = np.kron(np.diag(C * K**2), one).astype(complex)
    force_ops = []
    for j in range(3):
        V = (-depths[j] * np.sqrt(np.pi) * atom_width / cell
             * np.exp(-dG**2 * atom_width**2 / 4 - 1j * dG * pos[j]))
        op = np.kron(V, one + exchange * np.tensordot(moments[j], pauli, 1))
        op = op + so_length * np.kron(V * K_mean, np.tensordot(axes[j], pauli, 1))
        H += op
        force_ops.append(np.kron(1j * dG, np.ones((2, 2))) * op)
    E, U = np.linalg.eigh(H)
    U = U[:, :n_keep]
    F = np.array([np.sum(U.conj() * (f @ U), axis=0).real for f in force_ops])
    return E[:n_keep], F, U


def relative_density(vector):
    """Electron density over one cell divided by its mean."""
    x = np.linspace(0, cell, 150, endpoint=False)
    psi = np.exp(1j * np.outer(x, G)) @ vector.reshape(-1, 2)
    return np.sum(np.abs(psi)**2, axis=1)


k_step = 2 * np.pi / cell / n_k
k_grid = (np.arange(n_k) + 0.5) * k_step - np.pi / cell
k_probe = 2.1                                        # 1/nm
state = 2                                            # a state near the Fermi level
odd, even, even2, mismatch, probe_force = {}, {}, {}, {}, {}
worst_sum = 0.0
for case in cases:
    data = [bloch(k, case) for k in k_grid]
    E = np.array([d[0] for d in data])
    F = np.array([d[1] for d in data])               # k, atom, band
    worst_sum = max(worst_sum, np.abs(F.sum(axis=1)).max())
    mu = brentq(lambda m: expit((m - E) / kT).sum() / n_k - electrons_per_cell,
                E.min() - 1, E.max())
    occ = expit((mu - E) / kT)

    def force_change(steps):
        change = np.roll(occ, steps, axis=0) - occ
        return np.einsum("kn,kjn->j", change, F) / n_k

    odd[case] = (force_change(1) - force_change(-1)) / 2
    even[case] = (force_change(1) + force_change(-1)) / 2
    even2[case] = (force_change(2) + force_change(-2)) / 2
    plus, minus = bloch(k_probe, case), bloch(-k_probe, case)
    mismatch[case] = np.abs(relative_density(plus[2][:, state])
                            - relative_density(minus[2][:, state])).max()
    probe_force[case] = (plus[1][:, state], minus[1][:, state])

# Forces from expectation values against displaced-atom energies.
h = 1e-4
up, down = positions.copy(), positions.copy()
up[0] += h
down[0] -= h
fd_force = -(bloch(k_probe, "spin-orbit", up)[0][state]
             - bloch(k_probe, "spin-orbit", down)[0][state]) / (2 * h)
assert abs(fd_force - probe_force["spin-orbit"][0][0]) < 1e-5
so_levels = bloch(k_probe, "spin-orbit")[0]
so_split = so_levels[state + 1] - so_levels[state]
assert so_split > 1e-3
assert worst_sum < 1e-9
for case in ("plain", "spin-orbit", "coplanar magnet"):
    assert mismatch[case] < 1e-8
    assert np.abs(odd[case]).max() < 1e-10
assert np.abs(probe_force["plain"][0]).max() > 1e-2
assert np.allclose(*probe_force["plain"], atol=1e-9)
assert mismatch["noncoplanar magnet"] > 1e-5
assert np.abs(odd["noncoplanar magnet"]).max() > 1e-7
top = np.argmax(np.abs(even["plain"]))
even_ratio = even2["plain"][top] / even["plain"][top]
assert abs(even_ratio - 4) < 0.2                     # second order in the shift

# ---------------- Part 2: defect in a uniform electron gas ----------------
density = 85.0                                       # 1/nm^3
k_F = (3 * np.pi**2 * density)**(1 / 3)
E_F = C * k_F**2
l = np.arange(11)
half_x, half_w = np.polynomial.legendre.leggauss(20)
half_x, half_w = (half_x + 1) / 2, half_w / 2
cosines = np.concatenate([-half_x, half_x])
cos_w = np.concatenate([half_w, half_w])
legendre = np.polynomial.legendre.legvander(cosines, l[-1])
node, node_w = np.polynomial.legendre.leggauss(60)


def partial_waves(k, depth, width):
    """Phase shifts and radial waves for V = -depth*exp(-r^2/width^2)."""
    r0, R = 1e-3, 5 * width
    r = r0 + (node + 1) / 2 * (R - r0)
    q2 = k**2 + depth / C

    def rhs(x, s):
        y, dy = s[:l.size], s[l.size:]
        local = k**2 + depth / C * np.exp(-x**2 / width**2)
        return np.concatenate([dy, -2 * (l + 1) / x * dy - local * y])

    start = np.concatenate([1 - q2 * r0**2 / (2 * (2 * l + 3)),
                            -q2 * r0 / (2 * l + 3)])
    sol = solve_ivp(rhs, (r0, R), start, method="DOP853", rtol=1e-10,
                    atol=1e-13, t_eval=np.append(r, R))
    y, dy = sol.y[:l.size], sol.y[l.size:]
    P = R**l * y[:, -1]
    dP = R**l * (dy[:, -1] + l / R * y[:, -1])
    j, dj = spherical_jn(l, k * R), k * spherical_jn(l, k * R, True)
    n, dn = spherical_yn(l, k * R), k * spherical_yn(l, k * R, True)
    a, b = P * dn - dP * n, P * dj - dP * j
    norm = 1 / (k * R**2 * np.hypot(a, b))
    waves = norm[:, None] * r[None, :]**l[:, None] * y[:, :-1]
    return np.arctan2(b, a), r, node_w * (R - r0) / 2, waves


def cross_section(k, phases):
    return 4 * np.pi / k**2 * np.sum((l[:-1] + 1) * np.sin(np.diff(phases))**2)


def force_by_density(k, depth, width):
    """Integral of density times grad V, for unit incident density (eV nm^2)."""
    phases, r, w, waves = partial_waves(k, depth, width)
    coef = (2 * l + 1) * 1j**l * np.exp(1j * phases)
    rho = np.abs((legendre * coef) @ waves)**2       # cosine, radius
    slope = depth * 2 * r / width**2 * np.exp(-r**2 / width**2)
    force = 2 * np.pi * np.sum(w * r**2 * slope * ((cos_w * cosines) @ rho))
    i = np.argmin(np.abs(r - width))
    behind, ahead = half_w @ rho[:20, i], half_w @ rho[20:, i]
    return force, phases, r[i], behind, ahead


def screened_depth(width):
    """Well depth whose Friedel sum equals one screening electron."""
    guess = (np.pi / 2) * C / (k_F * np.sqrt(np.pi) / 4 * width**3)
    return brentq(lambda d: 2 / np.pi * np.sum(
        (2 * l + 1) * partial_waves(k_F, d, width)[0]) - 1,
        0.2 * guess, 1.8 * guess, xtol=1e-8)


width = 0.10                                         # nm
depth = screened_depth(width)
f_def, phases, r_view, behind, ahead = force_by_density(k_F, depth, width)
sigma = cross_section(k_F, phases)
f_formula = 2 * C * k_F**2 * sigma
assert abs(f_def / f_formula - 1) < 1e-5
assert ahead > behind
repel = force_by_density(k_F, -5.0, width)
assert repel[0] > 0 and repel[4] < repel[3]
assert abs(repel[0] / (2 * C * k_F**2 * cross_section(k_F, repel[1])) - 1) < 1e-5
weak_ratio = (force_by_density(k_F, 0.2, width)[0]
              / force_by_density(k_F, 0.1, width)[0])
assert abs(weak_ratio - 4) < 0.2                     # leading order is V squared

# Direct sum over a displaced Fermi sphere against the closed formula.
trial = 0.005 * k_F
k_three = k_F * np.array([0.98, 1.0, 1.02])
fit = np.polyfit(k_three / k_F - 1,
                 [force_by_density(k, depth, width)[0] for k in k_three], 2)
sphere_force = 0.0
for c, wc in zip(cosines, cos_w):
    edge = trial * c + np.sqrt(k_F**2 - trial**2 * (1 - c**2))
    k = k_F + half_x * (edge - k_F)
    shell = np.sum(half_w * k**2 * np.polyval(fit, k / k_F - 1)) * (edge - k_F)
    sphere_force += wc * c * shell * 2 * 2 * np.pi / (2 * np.pi)**3
sphere_ratio = sphere_force / (density * trial * 2 * C * k_F * sigma)
assert abs(sphere_ratio - 1) < 1e-3

# ---------------- Numbers for the interconnect regime ----------------
J = 1e10                                             # A/m^2
resistivity = 2.2e-8                                 # ohm m
line_width = 100.0                                   # nm
n_SI = density * 1e27
drift = J / (n_SI * sc.e)
dk = sc.m_e * drift / sc.hbar * 1e-9                 # 1/nm
v_F = sc.hbar * k_F * 1e9 / sc.m_e
tau = sc.m_e / (n_SI * sc.e**2 * resistivity)
free_path = v_F * tau * 1e9
wind = density * dk * 2 * C * k_F * sigma            # eV/nm
field_force = resistivity * J * 1e-9                 # eV/nm for one charge e
Z_wind = -wind / field_force
self_field = sc.mu_0 * J * line_width * 1e-9 / 4     # surface of a round wire
cyclotron = sc.e * self_field * tau / sc.m_e
second_order = np.abs(even["plain"]).max() * (dk / k_step)**2
magnet_force = np.abs(odd["noncoplanar magnet"]).max() * dk / k_step
other = {}
for w_alt in (0.08, 0.12):
    d_alt = screened_depth(w_alt)
    s_alt = cross_section(k_F, partial_waves(k_F, d_alt, w_alt)[0])
    other[w_alt] = (d_alt, s_alt, Z_wind * s_alt / sigma)

print("CRYSTAL: cell length", cell, "nm; atoms at", positions, "nm")
print("well depths", depths, "eV; Gaussian width", atom_width, "nm")
print("electrons per cell", electrons_per_cell, "; exchange ratio", exchange)
print("spin-orbit length", so_length, "nm; temperature", temperature, "K")
print(f"probe wavevector {k_probe} 1/nm; trial shift {k_step:.4f} 1/nm")
print("plain, forces on atoms at +k (eV/nm):", np.round(probe_force["plain"][0], 4))
print("plain, forces on atoms at -k (eV/nm):", np.round(probe_force["plain"][1], 4))
print(f"largest sum of forces in a cell, any state: {worst_sum:.1e} eV/nm")
print(f"spin-orbit splitting at probe: {1e3 * so_split:.1f} meV")
for case in cases:
    print(f"{case}: max density mismatch of +k and -k / mean {mismatch[case]:.2e}")
    print(f"   largest odd force change {np.abs(odd[case]).max():.2e} eV/nm")
print(f"plain: largest even force change {np.abs(even['plain']).max():.2e} eV/nm")
print(f"plain: even change, double shift / single shift {even_ratio:.3f}")
print(f"DEFECT: electron density {density} 1/nm^3; k_F {k_F:.3f} 1/nm")
print(f"Fermi energy {E_F:.3f} eV; Fermi velocity {v_F:.3e} m/s")
print(f"scatterer width {width} nm; depth from Friedel sum {depth:.3f} eV")
print("phase shifts l=0..3 (rad):", np.round(phases[:4], 4))
print(f"transport cross-section {sigma:.5f} nm^2")
print(f"force per unit density, from density {f_def:.6f} eV nm^2")
print(f"force per unit density, from phases  {f_formula:.6f} eV nm^2")
print(f"hemisphere mean densities / incident at r = {r_view:.4f} nm:")
print(f"   attractor: upstream {behind:.4f}, downstream {ahead:.4f}")
print(f"   5 eV repeller: upstream {repel[3]:.4f}, downstream {repel[4]:.4f}")
print(f"repeller force per unit density {repel[0]:.5f} eV nm^2")
print(f"weak scatterer: force ratio on doubling V {weak_ratio:.3f}")
print(f"displaced-sphere sum / closed formula {sphere_ratio:.6f}")
print(f"LINE: current density {J / 1e10:.1f} MA/cm2; width {line_width} nm")
print(f"resistivity {resistivity * 1e8:.2f} microohm cm; drift {drift:.3f} m/s")
print(f"Fermi-sphere shift {dk:.3e} 1/nm; shift/k_F {dk / k_F:.2e}")
print(f"wind force {wind * 1e6:.3f} microeV/nm = {wind * sc.e * 1e9:.3e} N")
print(f"force eE on unit charge {field_force * 1e6:.3f} microeV/nm")
print(f"effective wind charge number {Z_wind:.1f}")
print(f"NEGLECTED: second-order crystal force {second_order:.1e} eV/nm")
print(f"   same / wind force {second_order / wind:.1e}")
print(f"noncoplanar-magnet force at this shift {magnet_force:.1e} eV/nm")
print(f"thermal energy / Fermi energy {kT / E_F:.4f}")
print(f"self-field {self_field * 1e3:.3f} mT; cyclotron angle {cyclotron:.1e} rad")
print(f"mean free path {free_path:.1f} nm; / line width {free_path / line_width:.2f}")
print(f"eE / wind force {field_force / wind:.4f}")
for w_alt, (d_alt, s_alt, z_alt) in other.items():
    print(f"width {w_alt} nm: depth {d_alt:.2f} eV, cross-section {s_alt:.5f} nm^2,"
          f" wind charge {z_alt:.1f}")
print("every check passed")
```

It prints:

```
CRYSTAL: cell length 0.75 nm; atoms at [0.   0.22 0.5 ] nm
well depths [3. 5. 4.] eV; Gaussian width 0.06 nm
electrons per cell 3.0 ; exchange ratio 0.5
spin-orbit length 0.02 nm; temperature 378.0 K
probe wavevector 2.1 1/nm; trial shift 0.0419 1/nm
plain, forces on atoms at +k (eV/nm): [-0.7808 -1.0136  1.7944]
plain, forces on atoms at -k (eV/nm): [-0.7808 -1.0136  1.7944]
largest sum of forces in a cell, any state: 2.3e-12 eV/nm
spin-orbit splitting at probe: 231.2 meV
plain: max density mismatch of +k and -k / mean 2.85e-14
   largest odd force change 2.79e-16 eV/nm
spin-orbit: max density mismatch of +k and -k / mean 1.24e-13
   largest odd force change 7.95e-16 eV/nm
coplanar magnet: max density mismatch of +k and -k / mean 8.30e-14
   largest odd force change 7.78e-18 eV/nm
noncoplanar magnet: max density mismatch of +k and -k / mean 6.74e-01
   largest odd force change 7.13e-03 eV/nm
plain: largest even force change 2.38e-04 eV/nm
plain: even change, double shift / single shift 4.002
DEFECT: electron density 85.0 1/nm^3; k_F 13.602 1/nm
Fermi energy 7.049 eV; Fermi velocity 1.575e+06 m/s
scatterer width 0.1 nm; depth from Friedel sum 8.928 eV
phase shifts l=0..3 (rad): [0.659  0.2297 0.0372 0.0046]
transport cross-section 0.01696 nm^2
force per unit density, from density 0.239073 eV nm^2
force per unit density, from phases  0.239073 eV nm^2
hemisphere mean densities / incident at r = 0.0997 nm:
   attractor: upstream 0.7500, downstream 1.6481
   5 eV repeller: upstream 0.9829, downstream 0.6439
repeller force per unit density 0.06434 eV nm^2
weak scatterer: force ratio on doubling V 4.009
displaced-sphere sum / closed formula 0.999998
LINE: current density 1.0 MA/cm2; width 100.0 nm
resistivity 2.20 microohm cm; drift 0.734 m/s
Fermi-sphere shift 6.343e-06 1/nm; shift/k_F 4.66e-07
wind force 9.476 microeV/nm = 1.518e-15 N
force eE on unit charge 0.220 microeV/nm
effective wind charge number -43.1
NEGLECTED: second-order crystal force 5.4e-12 eV/nm
   same / wind force 5.8e-07
noncoplanar-magnet force at this shift 1.1e-06 eV/nm
thermal energy / Fermi energy 0.0046
self-field 0.314 mT; cyclotron angle 1.0e-06 rad
mean free path 29.9 nm; / line width 0.30
eE / wind force 0.0232
width 0.08 nm: depth 16.17 eV, cross-section 0.03156 nm^2, wind charge -80.2
width 0.12 nm: depth 5.38 eV, cross-section 0.00939 nm^2, wind charge -23.9
every check passed
```
